# Plate thickness that minimises the peak temperature under a circular heat source

## Problem

A disc plate of radius \(b\), thickness \(t\) and thermal conductivity \(k\) spreads the heat of a chip. The chip delivers a power \(P\) as a uniform flux \(q=P/(\pi a^2)\) through the circle \(r<a\) at the centre of the top face. The rest of the top face and the rim are insulated. The bottom face loses heat to a coolant with a uniform heat transfer coefficient \(h\). Conduction is steady and the properties are constant. Let \(T(r,z)\) be the temperature rise above the coolant, with \(z\) measured downward from the top face.

(a) Show that the highest temperature is at the centre of the source.

(b) Derive the peak rise \(T_{\max}\) as a function of \(t\).

(c) Find how \(T_{\max}\) varies with \(t\) for very thin and very thick plates. What does this imply for the search for a minimum?

(d) For \(P=50\) W, \(a=5\) mm, \(b=20\) mm, \(k=200\) W/(m K) and \(h=2000\) W/(m² K), find the best thickness numerically.

(e) Find how the answer changes with \(h\), and whether a finite thickness remains the best choice when cooling is strong. Take the same \(h\) to act on the back of the source in the limit \(t\to0\).

## Solution

### (a) Where the maximum lies

The rise obeys

\[
T_{rr}+\frac{1}{r}T_r+T_{zz}=0 ,
\]

with \(-kT_z=q(r)\) at \(z=0\), \(-kT_z=hT\) at \(z=t\), and \(T_r=0\) at \(r=b\). Here \(q(r)\) equals \(q\) under the source and zero outside it.

The argument uses the maximum principle. A non-constant harmonic function has its extremes on the boundary, where its outward normal derivative is positive at a maximum and negative at a minimum.

First, \(T\ge0\). A negative minimum cannot lie on the top, where the outward derivative is \(q(r)/k\ge0\), nor on the insulated rim. On the bottom the outward derivative would be \(-hT/k>0\), which also contradicts a minimum.

Next, \(T\) falls with depth. The function \(v=T_z\) is harmonic. It equals \(-q(r)/k\le0\) on the top and \(-hT/k\le0\) on the bottom, and \(v_r=0\) on the rim. It therefore has no positive maximum, so \(v\le0\).

Finally, \(T\) falls with radius. Differentiating the heat equation with respect to \(r\) gives, for \(w=T_r\),

\[
w_{rr}+\frac{1}{r}w_r-\frac{w}{r^2}+w_{zz}=0 .
\]

Suppose \(w\) had a positive maximum. Inside the plate, \(w_r=0\) and \(w_{rr}+w_{zz}\le0\) there, so the left side would be negative. On the axis and rim \(w=0\). On the bottom \(w_z=-hw/k<0\), so \(w\) would be larger just above the face. On the top \(w_z=-q'(r)/k\ge0\), where the step in \(q(r)\) is regarded as the limit of a smooth decreasing profile. A maximum there would need \(w_z<0\). Every possibility fails, so \(w\le0\).

Since \(T\) increases neither outward nor downward, its maximum is \(T_{\max}=T(0,0)\).

### (b) The peak temperature

Radial functions \(J_0(\lambda r)\) satisfy the rim condition if \(J_1(\lambda b)=0\), because \(J_0'=-J_1\). Let \(\delta_n\) be the positive zeros of \(J_1\), and let \(\lambda_n=\delta_n/b\). Together with a constant, these functions represent the flux:

\[
q(r)=q_0+\sum_{n=1}^{\infty}q_nJ_0(\lambda_n r).
\]

The constant is the average over the plate,

\[
q_0=\frac{2}{b^2}\int_0^a q\,r\,dr=q\frac{a^2}{b^2}.
\]

For the other coefficients, multiply by \(rJ_0(\lambda_n r)\) and integrate. The needed integrals are

\[
\int_0^a rJ_0(\lambda_n r)\,dr=\frac{a}{\lambda_n}J_1(\lambda_n a),
\qquad
\int_0^b rJ_0(\lambda_n r)^2dr=\frac{b^2}{2}J_0(\delta_n)^2 .
\]

The first follows from \((uJ_1)'=uJ_0\). The second is the usual norm \(\tfrac12b^2[J_0(\delta_n)^2+J_1(\delta_n)^2]\) with \(J_1(\delta_n)=0\). Orthogonality then gives

\[
q_n=\frac{2qa\,J_1(\lambda_n a)}{\lambda_n b^2J_0(\delta_n)^2}.
\]

The constant flux crosses the plate and the coolant film in series. Its contribution to the top temperature is

\[
q_0\left(\frac1h+\frac tk\right).
\]

For mode \(n\), write \(\lambda=\lambda_n\) and take the depth function

\[
f(z)=A\cosh\lambda(t-z)+B\sinh\lambda(t-z).
\]

Its downward flux is

\[
-kf'(z)=k\lambda\left[A\sinh\lambda(t-z)+B\cosh\lambda(t-z)\right].
\]

At the bottom this equals \(hf(t)=hA\), so \(B=hA/(k\lambda)\). At the top it equals \(q_n\). Dividing \(f(0)\) by this flux gives

\[
f(0)=\frac{q_n}{k\lambda}\,
\frac{A\cosh\lambda t+B\sinh\lambda t}{A\sinh\lambda t+B\cosh\lambda t}.
\]

Now define

\[
\varepsilon=\frac ab,\quad \tau=\frac ta,\quad
\mathrm{Bi}=\frac{ha}{k},\quad x_n=\lambda_na=\varepsilon\delta_n .
\]

Then \(B/A=\mathrm{Bi}/x_n\). Dividing numerator and denominator by \(A\cosh\lambda t\), and multiplying both by \(x_n\), turns the ratio into

\[
K_n=\frac{x_n+\mathrm{Bi}\,S_n}{x_nS_n+\mathrm{Bi}},
\qquad S_n=\tanh(x_n\tau).
\]

All \(J_0(\lambda_nr)\) equal one at the centre. Summing the contributions and dividing by \(qa/k\) gives

\[
\phi=\frac{kT_{\max}}{qa}
=\varepsilon^2\left(\frac1{\mathrm{Bi}}+\tau\right)
+\sum_{n=1}^{\infty}c_nK_n,
\qquad
c_n=\frac{2J_1(x_n)}{\delta_n^2J_0(\delta_n)^2}.
\]

The first part is the rise that the same power would cause if spread evenly over the plate. The sum is the spreading part, caused by the concentration of the heat. If \(a=b\), then \(x_n=\delta_n\), every \(c_n\) vanishes, and \(\phi=1/\mathrm{Bi}+\tau\). With nothing to spread, any added thickness is harmful.

### (c) Slope and limits

To differentiate \(K_n\), first treat it as a function of \(S_n\):

\[
\frac{dK_n}{dS_n}
=\frac{\mathrm{Bi}(x_nS_n+\mathrm{Bi})-x_n(x_n+\mathrm{Bi}S_n)}
{(x_nS_n+\mathrm{Bi})^2}
=\frac{\mathrm{Bi}^2-x_n^2}{(x_nS_n+\mathrm{Bi})^2}.
\]

Since \(dS_n/d\tau=x_n\operatorname{sech}^2(x_n\tau)\), the condition for a stationary peak temperature is

\[
\frac{d\phi}{d\tau}
=\varepsilon^2+\sum_{n=1}^{\infty}
c_n\frac{x_n(\mathrm{Bi}^2-x_n^2)\operatorname{sech}^2(x_n\tau)}
{(x_nS_n+\mathrm{Bi})^2}=0 .
\]

A minimum is a root at which the slope changes from negative to positive.

**Thick plate.** Here \(\operatorname{sech}^2(x_n\tau)\approx4e^{-2x_n\tau}\), and the slope tends to \(\varepsilon^2\). Spreading is complete, while each added layer still resists the average flux.

**Thin plate.** If heat moved straight down under the source, the temperature would be

\[
C(z)=\frac qh+\frac{q(t-z)}k,
\qquad M=C(0)=\frac qh+\frac{qt}k .
\]

Let \(D=C-T\). This is the temperature that would result from a flux \(q\) supplied outside the source alone, so \(D\ge0\) by the argument used for \(T\ge0\). Thus \(T_{\max}\le M\).

A lower bound comes from the region \(r<a\). There \(D\) has no top flux and obeys the convection condition below. The function

\[
\psi=M\,\frac{I_0(\mu r)\cos\mu z}{I_0(\mu a)\cos\mu t},
\qquad \mu\tan\mu t=\frac hk,\quad 0<\mu t<\frac\pi2,
\]

obeys the same conditions and is harmonic. At \(r=a\) it is at least \(M\), while \(D\le C\le M\). The maximum principle gives \(D\le\psi\) throughout \(r<a\), and hence

\[
M\left[1-\frac1{I_0(\mu a)\cos\mu t}\right]\le T_{\max}\le M .
\]

For \(ht/k\ll1\), \(\tan\mu t\approx\mu t\) gives \(\mu\approx\sqrt{h/(kt)}\). When the sideways conduction length \(\sqrt{kt/h}\) is much less than \(a\), \(I_0(\mu a)\) is exponentially large. Therefore

\[
\phi\approx\frac1{\mathrm{Bi}}+\tau ,
\]

and the slope starts at \(+1\). The first trace of plate adds resistance before sideways conduction can cool the centre. For weak cooling this initial rise is negligible in practice: with the data of part (d) it ends near \(t\approx1\ \mu\mathrm m\) and is only about 0.003 K high.

The slope is thus positive at both ends. A useful interior minimum needs a falling stretch between them, and its value must also lie below the limit \(T_{\max}\to q/h\) at \(t\to0\). Solving \(d\phi/d\tau=0\) without this comparison is not enough.

### (d) Numerical optimum

The given values yield

\[
q=\frac{50}{\pi(0.005)^2}=6.366\times10^5\ \mathrm{W/m^2},
\qquad
\frac{qa}{k}=15.92\ \mathrm K,
\]

\[
\varepsilon=0.25,\qquad
\mathrm{Bi}=\frac{2000\times0.005}{200}=0.05 .
\]

The zeros \(\delta_n\) can be found by Newton iteration. At large \(n\), \(J_0(\delta_n)^2\approx2/(\pi\delta_n)\), so \(c_n\) oscillates with an amplitude proportional to \(\delta_n^{-3/2}\). An abrupt end to the sum would leave a slowly shrinking error. I use \(N=4000\) terms with weight one up to \(n=N/2\), and weight \(\cos^2[\tfrac\pi2(2n/N-1)]\) beyond.

The slope is evaluated at 250 logarithmically spaced values from \(\tau=0.01\) to \(40\). It changes sign once, from negative to positive, between \(1.634\) and \(1.690\). Brent's root-finding method in this interval gives

\[
\tau_{\rm opt}=1.648,\qquad \phi_{\rm opt}=2.108 .
\]

In physical units,

\[
t_{\rm opt}=1.648\times5\ \mathrm{mm}=8.2\ \mathrm{mm},
\]

\[
T_{\max}=2.108\times15.92\ \mathrm K=33.5\ \mathrm K .
\]

The range below the scan, \(t<0.05\) mm, must also be excluded. There \((\mu a)^2\approx ha^2/(kt)>5\), with a negligible correction because \(ht/k<5\times10^{-4}\). Since \(I_0(u)\ge1+u^2/4\), the lower bound of part (c) gives a peak above about \((1-1/2.25)q/h\). With \(q/h=318\) K, this exceeds 170 K. Above the scan, the exponential terms in the slope are negligible and the temperature rises. The minimum at 8.2 mm is therefore the best thickness in this model.

At the optimum the three parts of the rise are

\[
\frac{q\varepsilon^2}{h}=19.89\ \mathrm K,\qquad
\frac{q\varepsilon^2t}{k}=1.64\ \mathrm K,\qquad
\text{spreading}=12.02\ \mathrm K .
\]

The average resistance of the plate is small, but its slope matters. It adds \(q\varepsilon^2/k=0.199\) K per millimetre, and at the optimum the spreading part falls at this same rate.

| Thickness (mm) | Peak rise (K) |
|---:|---:|
| 0.5 | 87.3 |
| 1 | 59.6 |
| 2 | 43.3 |
| 4 | 35.6 |
| 8 | 33.6 |
| 15 | 34.4 |
| 20 | 35.4 |
| 40 | 39.4 |

The curve is steep on the thin side and shallow on the thick side. Solving \(T_{\max}(t)=1.05\,T_{\max}(t_{\rm opt})\) on each side shows that thicknesses from 4.3 to 19.0 mm cost at most 5% of the minimum rise. A designer who values low weight can therefore use about half the optimum thickness at a cost of about 5.5% in the peak rise.

### (e) Dependence on cooling

Repeating the minimisation for other coefficients gives the following values.

| \(h\) (W/(m² K)) | Best thickness (mm) | Peak rise (K) |
|---:|---:|---:|
| 500 | 8.4 | 93.3 |
| 2000 | 8.2 | 33.5 |
| 8000 | 7.5 | 18.5 |
| 20000 | 6.0 | 15.2 |

For weak cooling, the best thickness depends little on \(h\). Setting \(\mathrm{Bi}=0\) in the sum for the slope explains this:

\[
\varepsilon^2-\sum_{n=1}^{\infty}
\frac{c_nx_n}{\sinh^2(x_n\tau)}=0 .
\]

The coefficient \(h\) has disappeared, so \(t_{\rm opt}/a\) tends to a value set by \(a/b\). The peak temperature still depends strongly on \(h\) through the average film rise \(q\varepsilon^2/h\).

For stronger cooling the optimum becomes thinner. At fixed \(\tau\),

\[
\frac{\partial}{\partial\mathrm{Bi}}
\frac{\mathrm{Bi}^2-x_n^2}{(x_nS_n+\mathrm{Bi})^2}
=\frac{2x_n(x_n+\mathrm{Bi}S_n)}{(x_nS_n+\mathrm{Bi})^3}>0 .
\]

In the tabulated cases the leading modes have \(c_n>0\), and \(\operatorname{sech}^2(x_n\tau)\) suppresses the modes at which \(c_n\) changes sign. Raising \(h\) therefore raises the slope at a given thickness and moves its zero to a thinner plate. Physically, heat that leaves easily through the bottom has less need to travel sideways.

To find where a finite thickness loses its advantage, let \(\phi_{\min}(\mathrm{Bi})\) be the smallest \(\phi\) for thicknesses from 0.25 to 100 mm. This range keeps the limit \(t\to0\) out of the minimisation. The threshold satisfies

\[
\phi_{\min}(\mathrm{Bi})=\frac1{\mathrm{Bi}} .
\]

A numerical root search, with a minimisation over thickness at each step, gives

\[
\mathrm{Bi}_c=1.26,\qquad
h_c=\frac{\mathrm{Bi}_c\,k}{a}=5.05\times10^4\ \mathrm{W/(m^2\,K)} .
\]

At this coefficient, a plate 2.11 mm thick and the limit of zero thickness both give a rise of 12.62 K. Between them the curve passes over a hump of 13.17 K at 0.34 mm. With \(h\) 5% below the threshold the interior minimum is lower than \(q/h\); with \(h\) 5% above, it is higher. The best thickness thus jumps from about 2.1 mm to zero instead of shrinking smoothly. A search that starts from the interior minimum and follows it as \(h\) increases would miss this change.

At \(\mathrm{Bi}=3\), or \(h=1.2\times10^5\) W/(m² K), the calculated peak rises throughout a scan from 0.01 to 100 mm. No interior minimum is found there. At the centre of the source the plate then adds more resistance than it removes by spreading. The interior minimum, already higher than \(q/h\) above the threshold, disappears between \(\mathrm{Bi}=1.4\) and \(1.5\).

These thresholds are for \(a/b=0.25\). The hump and the jump belong to the centre point of a source that delivers a strictly uniform flux and conducts no heat sideways itself. The mean temperature over the source behaves differently. In a thin plate the deficit \(D\) equals about \(q/(2h)\) at the edge of the source and decays inward over the length \(\sqrt{kt/h}\), so the mean rise is about \((q/h)\left[1-\sqrt{kt/h}/a\right]+qt/k\), which falls from the first trace of plate. For the mean, a finite thickness therefore beats \(t\to0\), and the best thickness shrinks smoothly as \(h\) grows: at \(\mathrm{Bi}=1.26\) a 1.5 mm plate gives a mean 2.6 K below \(q/h\), and at \(\mathrm{Bi}=3\) a 0.045 mm plate gives a mean 0.15 K below it. A real chip spreads heat within itself, so the threshold found here should not be carried over to it unchanged. The zero-thickness alternative also assumes that the coolant can reach the back of the source with the same \(h\). If a plate is needed for strength or sealing, the smallest permitted thickness must be compared with the interior minimum instead, provided that this minimum is itself thick enough to be permitted. A uniform contact resistance between source and plate, with a temperature drop \(R\) per unit heat flux (in m² K/W), adds \(qR\) to the source temperature. It does not move the interior optimum if the flux stays uniform, but it does count against the plate in a comparison with direct cooling. Cooling through the rim would change the thick-plate results, since a thicker plate would then offer more cooled area.
